# Heat current through a temperature-biased symmetric dc SQUID

## Flux dependence of the heat current in a dc SQUID

A thermal model of an electrode cooled through a dc SQUID needs a rule for the heat current at each flux. The choice is between a coherent term proportional to \(\cos(\pi\Phi/\Phi_0)\) and one proportional to its absolute value. The signed cosine makes one flux quantum the point of greatest heat flow; the absolute value makes it a point of least heat flow. The choice is settled by the mean Josephson phase, which is free to adjust.

### The device and its assumptions

Two identical tunnel junctions, each of normal resistance \(R\), connect a hot superconductor at temperature \(T_h\) to a cold one at \(T_c<T_h\). Their gaps are \(\Delta_h\) and \(\Delta_c\). The junctions and electrodes form a loop threaded by flux \(\Phi\), and \(\Phi_0=\pi\hbar/e\), with \(e>0\).

Both temperatures are held fixed, and quasiparticles in each electrode follow a Fermi function \(f_h\) or \(f_c\) at zero chemical potential. There is no bias current and no dc voltage. The barriers are weak, conserve spin and have an energy-independent real tunnelling amplitude \(t\); pairing is of the conventional spin-singlet kind. Results are to leading order in \(t^2\). The loop inductance is first set to zero.

### Heat through one junction

Let \(\xi\) be a normal-state energy measured from the Fermi level, and \(E=\sqrt{\xi^2+\Delta^2}\). The Bogoliubov coefficients satisfy

\[
u^2=\tfrac12(1+\xi/E),\quad v^2=\tfrac12(1-\xi/E),\quad uv=\frac{\Delta}{2E}. \tag{1}
\]

Unprimed quantities belong to the hot side and primed ones to the cold side. With the phase difference \(\phi\) placed in the tunnelling term,

\[
H_T=t\sum_{kq\sigma}\left(e^{i\phi/2}c^\dagger_{k\sigma}d_{q\sigma}+\text{h.c.}\right). \tag{2}
\]

For the hot side write \(c_{k\uparrow}=u\gamma_0+v\gamma_1^\dagger\) and \(c_{-k\downarrow}=u\gamma_1-v\gamma_0^\dagger\). The cold operators have the same form with \(u',v',\delta_0,\delta_1\). The spin-up term contributes \(te^{i\phi/2}uu'\gamma_0^\dagger\delta_0\). The Hermitian conjugate of the spin-down term contributes \(te^{-i\phi/2}vv'\delta_0\gamma_0^\dagger\), and exchanging the two operators gives a minus sign. The transfer amplitude is therefore

\[
A=t\left(e^{i\phi/2}uu'-e^{-i\phi/2}vv'\right). \tag{3}
\]

The second species gives the same amplitude. Squaring (3),

\[
|A|^2=t^2\left(u^2u'^2+v^2v'^2-2uvu'v'\cos\phi\right). \tag{4}
\]

By (1), the first two terms add to \(\tfrac12(1+\xi\xi'/EE')\). Each quasiparticle energy occurs for both signs of \(\xi\), so the part containing \(\xi\xi'\) averages to zero:

\[
\overline{|A|^2}=\frac{t^2}{2}\left(1-\frac{\Delta_h\Delta_c}{EE'}\cos\phi\right). \tag{5}
\]

The Hamiltonian also creates and destroys pairs of quasiparticles, one on each side. These processes change the energy by \(\pm(E+E')\), which cannot vanish, so at zero voltage they carry no steady heat.

The golden rule for transfer contains \(f_h(1-f_c)-f_c(1-f_h)=f_h-f_c\). Let \(\nu_h,\nu_c\) be the normal densities of states per spin, and \(N_j=E/\sqrt{E^2-\Delta_j^2}\). Each momentum sum becomes \(2\nu_j\int N_j\,dE\), the factor 2 coming from the signs of \(\xi\). With two species,

\[
Q_1=2\,\frac{2\pi}{\hbar}\,4\nu_h\nu_c
\int E N_hN_c\,\overline{|A|^2}\,(f_h-f_c)\,dE. \tag{6}
\]

The same rule in the normal state gives \(1/R=4\pi e^2t^2\nu_h\nu_c/\hbar\). The prefactor after inserting (5) is \(8\pi t^2\nu_h\nu_c/\hbar=2/(e^2R)\). Hence

\[
Q_1=Q_{\rm qp}-Q_{\rm int}\cos\phi, \tag{7}
\]

\[
Q_{\rm qp}=\frac{2}{e^2R}\int_{\Delta_>}^{\infty}E N_hN_c(f_h-f_c)\,dE, \tag{8}
\]

\[
Q_{\rm int}=\frac{2}{e^2R}\int_{\Delta_>}^{\infty}E N_hN_c
\frac{\Delta_h\Delta_c}{E^2}(f_h-f_c)\,dE, \tag{9}
\]

where \(\Delta_>\) is the larger gap. Heat is counted positive from hot to cold. Both integrands are positive. Since \(E\geq\Delta_>\), the extra factor in (9) is at most the ratio of the smaller gap to the larger, so \(Q_{\rm int}<Q_{\rm qp}\) and heat flows from hot to cold at every phase.

If the gaps are equal, \(N_hN_c\) behaves as \(\Delta/[2(E-\Delta)]\) near threshold, and both integrals diverge logarithmically. The expansion in \(t^2\) then fails for a general phase. The formulas are used here for gaps far enough apart that the barrier transparency times \(N_hN_c\) is small over the energies that carry the heat.

### The Josephson energy under a temperature bias

Particle-hole exchange, combined with a sign change of one electrode's operators, preserves the tunnelling term. It reverses the charge current and \(\phi\), but leaves the quasiparticle populations unchanged. The charge current is therefore odd in \(\phi\). To order \(t^2\) it can contain a constant, a \(\cos\phi\) term and a \(\sin\phi\) term, and oddness leaves the sine.

Its sign matters, because it decides which phase is stable. It follows from the second-order energy at fixed populations. Virtual transfer in both directions gives

\[
\frac{f_h(1-f_c)}{E-E'}+\frac{f_c(1-f_h)}{E'-E}
=\frac{f_h-f_c}{E-E'}. \tag{10}
\]

Virtual pair creation and annihilation give \(-(1-f_h-f_c)/(E+E')\). The pair amplitude is \(t(e^{i\phi/2}uv'+e^{-i\phi/2}vu')\), so its squared magnitude has a phase term opposite in sign to that in (5). There are two species of each process. The phase-dependent energy is \(-E_J\cos\phi\), with

\[
\begin{aligned}
E_J={}&\frac{\hbar}{\pi e^2R}\,\mathrm P\!\!\int_{\Delta_h}^{\infty}\!\!dE
\int_{\Delta_c}^{\infty}\!\!dE'\,M_h(E)M_c(E')\\
&\times\left[\frac{1-f_h-f_c}{E+E'}+\frac{f_h-f_c}{E-E'}\right],
\end{aligned} \tag{11}
\]

where \(M_j=\Delta_j/\sqrt{E^2-\Delta_j^2}\) and P denotes the principal value. The prefactor is \(4t^2\nu_h\nu_c\), rewritten through \(R\).

Put \(\tau_h=1-2f_h(E)\) and \(\tau_c=1-2f_c(E')\). The bracket becomes

\[
\tau_h\frac{E'}{E'^2-E^2}+\tau_c\frac{E}{E^2-E'^2}. \tag{12}
\]

For the first term, set \(s^2=E'^2-\Delta_c^2\), so that \(E'dE'=s\,ds\):

\[
\mathrm P\!\int_{\Delta_c}^{\infty}\!\frac{E'M_c(E')\,dE'}{E'^2-E^2}
=\mathrm P\!\int_0^\infty\!\frac{\Delta_c\,ds}{s^2+\Delta_c^2-E^2}. \tag{13}
\]

This equals \(\pi\Delta_c/(2\sqrt{\Delta_c^2-E^2})\) for \(E<\Delta_c\). For \(E>\Delta_c\) it vanishes, because the principal value of \(\int_0^\infty ds/(s^2-a^2)\) is zero. Now take \(\Delta_h<\Delta_c\), as happens when both electrodes are of the same material. The second term in (12) is integrated over \(E\) in the same way and vanishes, since \(E'\geq\Delta_c>\Delta_h\). From \(H_T\), the charge-current operator is \((2e/\hbar)\partial H_T/\partial\phi\), so the current is \(I_c\sin\phi\) with \(I_c=2eE_J/\hbar\), and

\[
I_c=\frac{1}{eR}\int_{\Delta_h}^{\Delta_c}
\frac{\Delta_h\Delta_c\tanh(E/2k_BT_h)}
{\sqrt{(E^2-\Delta_h^2)(\Delta_c^2-E^2)}}\,dE>0. \tag{14}
\]

The temperature of the electrode with the smaller gap enters explicitly; the other acts through its gap. As the gaps approach a common value \(\Delta\), the substitution \(E^2=\Delta_h^2\cos^2a+\Delta_c^2\sin^2a\) gives the finite limit \(I_c=(\pi\Delta/2eR)\tanh(\Delta/2k_BT_h)\) from the side \(\Delta_h<\Delta_c\). From the other side the electrodes exchange roles and \(T_c\) replaces \(T_h\) in this limit, so the critical current jumps where the gaps cross. It remains finite there, while the separate heat amplitudes diverge.

### How the loop selects the absolute value

Let \(\phi_1\) and \(\phi_2\) be the junction phases, both taken in the same sense between the electrodes. Single-valuedness of the pair wavefunction, with no superflow deep inside the electrodes, gives \(\phi_1-\phi_2=2\pi\Phi/\Phi_0\) modulo \(2\pi\). Shifting one phase by \(2\pi\) changes no physical quantity here, so write

\[
\phi_{1,2}=\theta\pm\alpha,\qquad \alpha=\pi\Phi/\Phi_0. \tag{15}
\]

Zero total current requires

\[
I_c(\sin\phi_1+\sin\phi_2)=2I_c\sin\theta\cos\alpha=0. \tag{16}
\]

Away from half-integer flux, \(\theta\) is 0 or \(\pi\). The energy distinguishes them:

\[
U=-E_J(\cos\phi_1+\cos\phi_2)=-2E_J\cos\theta\cos\alpha. \tag{17}
\]

With some damping the phase settles at the minimum, where \(\cos\theta\) has the sign of \(\cos\alpha\). Thus \(\cos\phi_1+\cos\phi_2=2|\cos\alpha|\), and adding (7) for the two junctions gives

\[
Q(\Phi)=2Q_{\rm qp}-2Q_{\rm int}
\left|\cos\frac{\pi\Phi}{\Phi_0}\right|. \tag{18}
\]

Heat flow is least at integer flux and greatest at half-integer flux, with period \(\Phi_0\). When the flux passes \(\Phi_0/2\), the old minimum of (17) becomes a maximum and \(\theta\) moves by \(\pi\). This switch produces the cusp. A signed cosine would follow from holding \(\theta=0\), which between \(\Phi_0/2\) and \(3\Phi_0/2\) is unstable.

### Unequal junctions and a bias current

Let the normal conductances be \((1\pm a)/R\), with the same gaps at both junctions. Both \(E_J\) and \(Q_{\rm int}\) scale with conductance, so both contain

\[
\begin{aligned}
S&=(1+a)\cos(\theta+\alpha)+(1-a)\cos(\theta-\alpha)\\
&=2\,\mathrm{Re}\left[e^{i\theta}(\cos\alpha+ia\sin\alpha)\right].
\end{aligned} \tag{19}
\]

The energy is \(-E_JS\). Its minimum maximizes \(S\), whose largest value is twice the modulus of the bracketed complex number. The factor \(|\cos\alpha|\) in (18) is replaced by

\[
F_a=\sqrt{\cos^2\alpha+a^2\sin^2\alpha}. \tag{20}
\]

The cusp becomes a smooth minimum of height \(|a|\).

For equal junctions carrying a bias current \(I\), equation (16) becomes \(2I_c\sin\theta\cos\alpha=I\). On the stable branch,

\[
\cos\theta\cos\alpha=\sqrt{\cos^2\alpha-(I/2I_c)^2}. \tag{21}
\]

This replaces \(|\cos\alpha|\) while the square root is real. Closer to half flux no zero-voltage state exists, and (18) does not apply.

### An aluminium-type example

Take a critical temperature \(T_{\rm crit}=1.2\) K, \(T_h=0.7\) K, \(T_c=0.3\) K and \(R=1\) kohm. The gaps solve the weak-coupling equation

\[
\int_0^\infty d\xi\left[\frac{\tanh(E/2k_BT)}{E}
-\frac{\tanh(\xi/2k_BT_{\rm crit})}{\xi}\right]=0, \tag{22}
\]

with \(E=\sqrt{\xi^2+\Delta^2}\). Numerical root finding gives \(\Delta_h=167.3\) µeV and \(\Delta_c=182.3\) µeV. Quadrature of (14) gives \(I_c=245\) nA, or \(E_J/k_B=5.85\) K.

In (8) and (9), the substitution \(y^2=E^2-\Delta_c^2\) removes the singularity at the lower limit. Gauss–Legendre quadrature then gives \(Q_{\rm qp}=5.282\) pW and \(Q_{\rm int}=3.775\) pW per junction. At \(\Phi=\Phi_0/4\), for example,

\[
Q=2(5.282-3.775\times0.7071)=5.23\ \text{pW}. \tag{23}
\]

| \(\Phi/\Phi_0\) | \(Q\) (pW) |
|---:|---:|
| 0 | 3.01 |
| 0.1 | 3.38 |
| 0.2 | 4.46 |
| 0.3 | 6.13 |
| 0.4 | 8.23 |
| 0.5 | 10.56 |

The modulation is \(2Q_{\rm int}=7.55\) pW, or 71% of the maximum heat current. At \(\Phi=\Phi_0\) the heat returns to 3.01 pW; the signed cosine would give \(2(5.282+3.775)=18.1\) pW.

The ratio \(Q_{\rm int}/Q_{\rm qp}=0.715\) is the average of \(\Delta_h\Delta_c/E^2\) over the heat-carrying quasiparticles. It corresponds to an energy \(\sqrt{167.3\times182.3/0.715}\approx207\) µeV, about 24 µeV above the larger gap. If \(k_BT_h\) were much smaller at the same gaps, the carriers would gather at that gap and the ratio would approach \(\Delta_h/\Delta_c=0.92\).

Between zero and half flux, differentiating (18) gives a slope \((2\pi Q_{\rm int}/\Phi_0)\sin\alpha\). It approaches 23.7 pW per flux quantum at the cusp. A flux-controlled heat valve is therefore most sensitive near half flux in the ideal model, but that is also where a junction mismatch changes the law most: by (20), it makes the slope vanish at half flux itself.

### Inductance and phase fluctuations

With loop inductance \(L\), the internal flux differs from the applied flux \(\Phi\). Adding the magnetic energy to (17) gives

\[
\frac{U}{E_J}=-\cos\phi_1-\cos\phi_2
+\frac{(\phi_1-\phi_2-2\alpha)^2}{2\beta},\quad
\beta=\frac{2\pi LI_c}{\Phi_0}. \tag{24}
\]

For \(0\leq\alpha\leq\pi/2\), set \(\theta=0\) and \(\phi_1-\phi_2=2\alpha-\epsilon\). To first order in \(\beta\), stationarity gives \(\epsilon=\beta\sin\alpha\), and the coherent factor becomes

\[
\cos(\alpha-\epsilon/2)\approx\cos\alpha+\tfrac12\beta\sin^2\alpha. \tag{25}
\]

For \(L=20\) pH, \(\beta=0.0149\). At half flux the factor is 0.0075 instead of zero, which lowers the heat by \(2\times3.775\times0.0075=0.06\) pW if the phases rest at a minimum. The barrier between the minima at \(\theta=0\) and \(\pi\) is only \(\beta E_J/2\), or 0.04 K in temperature units, so thermal motion of \(\theta\) at 0.7 K roughly halves this small effect.

Away from half flux, phase fluctuations have a larger effect in this example when estimated for a slowly varying phase. For junction capacitance \(C\), the two capacitances add to \(2C\), and \(n\) transferred pairs cost \((2en)^2/(4C)=e^2n^2/C\). With \(\theta\) measured from its stable value,

\[
H_\theta=\frac{e^2}{C}n^2-2E_J|\cos\alpha|\cos\theta. \tag{26}
\]

The thermal mean of \(\cos\theta\) multiplies the coherent term if (7) is averaged over slowly varying phases. Diagonalizing (26) in the pair-number basis for \(C=50\) fF, with the phase assumed to be at the hot temperature, gives multipliers 0.965, 0.952 and 0.772 at \(\Phi/\Phi_0=0\), 0.25 and 0.45. The corresponding increases in heat are 0.26, 0.25 and 0.27 pW. These are slow-phase estimates, not predictions for this device: at zero flux the plasma energy \(2\sqrt{(e^2/C)E_J}\) is 80 µeV, above both \(k_BT_h=60\) µeV and the 15 µeV gap difference. Quasiparticles can then exchange energy with the phase during transfer, which (7) leaves out. A golden-rule estimate for a harmonic well with exchange of one plasma quantum, still with the phase at the hot temperature, lowers the increase from 0.26 pW to about 0.05 pW at zero flux and from 0.25 pW to about 0.04 pW at \(\Phi_0/4\). The slow-phase values therefore overstate the effect several times.

The classical harmonic limit shows why the three slow-phase increases are of similar size. Equipartition gives \(\langle\theta^2\rangle=k_BT_h/(2E_J|\cos\alpha|)\). The coherent factor then loses \(|\cos\alpha|\langle\theta^2\rangle/2=k_BT_h/(4E_J)\), independent of flux. Here this is \(0.7/(4\times5.85)=0.030\), or 0.23 pW, somewhat below the computed increases because the limit is only approximate for these parameters. Close to half flux the well becomes too shallow for this expansion; at half flux the coherent term and its correction both vanish. Fluctuations therefore round the cusp.

### Comparison with a real device

The inputs are rough values for an aluminium tunnel-junction SQUID, not a fit to a particular device. Real junctions are not identical. An assumed mismatch \(a=0.05\) lowers the heat at half flux by \(2\times3.775\times0.05=0.38\) pW, about 4% of the ideal maximum, if the phase rests at its minimum. The cosine well there has an amplitude of only \(2aE_J/k_B=0.58\) K, so phase fluctuations at 0.7 K reduce the effect to about 0.14 pW in the slow-phase estimate. Gap-edge broadening, modelled by replacing \(E\) with \(E+i\Gamma\) in the superconducting spectral functions, changes either heat amplitude by about 0.1% for \(\Gamma=10^{-3}\Delta_c\).

Holding both temperatures fixed is another idealization. Raising the hot side by 10 mK, with its gap recalculated, increases \(Q_{\rm int}\) by 2.5%. In a floating electrode the temperature itself responds to flux, and (18) must enter a heat balance that includes phonon losses; these are not calculated here. Photons in the connecting circuit can add a parallel heat current. One perfectly transmitting channel would carry

\[
\int_0^\infty\!\frac{d\omega}{2\pi}\hbar\omega(n_h-n_c)
=\frac{\pi k_B^2(T_h^2-T_c^2)}{12\hbar}=0.19\ \text{pW}, \tag{27}
\]

where \(n_h,n_c\) are Bose functions. This is an upper limit for one channel, equal to 6% of the smallest electronic heat current in the example.
